# Parratt's recursion and the reflection amplitude of an absorbing film, part 2

A monochromatic X-ray beam strikes a flat layered sample at angle $\theta$, measured from the surface. We seek the reflection amplitude $r$ and the reflected fraction $R=|r|^2$ of the intensity.

The $z$ axis points into the sample, and the time factor is $e^{-i\omega t}$. Medium $0$ is vacuum ($z<0$), layers $1,\dots,N$ have thicknesses $d_j$, and medium $N+1$ is the substrate. Interface $j$, at $z_j$, separates media $j$ and $j+1$, with $z_0=0$. The media are nonmagnetic, with $n_j=1-\delta_j+i\beta_j$, where $\beta_j>0$ means absorption. The vacuum wave number is $k=2\pi/\lambda=\omega/c$, and $k_x=k\cos\theta$.

In s polarisation $E_y=E(z)e^{ik_xx}$ obeys, with a prime for $d/dz$,

$$E''+k_j^2E=0, \qquad k_j^2=k^2\left(n_j^2-\cos^2\theta\right), \tag{1}$$

$$E \ \text{and}\ E' \ \text{are continuous at every } z_j . \tag{2}$$

In vacuum $k_0=k\sin\theta$. In absorbing media both parts of $k_j$ are positive.

In each medium $E=D+U$, with downward wave $D\propto e^{ik_jz}$ and upward wave $U\propto e^{-ik_jz}$. Their values are $A,B$ just above an interface and $a,b$ just below it. The ratio $U/D$ is $X_j$ at the bottom of medium $j$ and $Y_j$ at its top. With $r_j=(k_j-k_{j+1})/(k_j+k_{j+1})$ and $Y_{N+1}=0$,

$$X_j=\frac{r_j+Y_{j+1}}{1+r_jY_{j+1}} \quad (j=N,\dots,0), \qquad Y_j=X_j\,e^{2ik_jd_j} \quad (j=N,\dots,1), \tag{8}$$

and $r=X_0$.

The energy flux is proportional to $S=\operatorname{Im}(E^*E')$, which obeys $S'=-\operatorname{Im}(k_j^2)|E|^2$. Lemma 2: with no upward wave in the substrate, the field is unique up to a constant factor and $S>0$ everywhere, because $S$ is positive in the substrate, continuous at interfaces and does not decrease on the way up. Lemma 3: $D$ vanishes nowhere, since otherwise $S\le0$. Hence no denominator in (8) vanishes.

For one film of thickness $d$ (medium 1) on a substrate (medium 2),

$$r=\frac{r_0+r_1p}{1+r_0r_1p}, \qquad p=e^{2ik_1d} . \tag{11}$$

**Limits.** For a very thick film $p\to0$ and $r\to r_0$, the reflection of the bare film material. For $d\to0$, $p=1$. Put numerator and denominator of (11) over the common factor $(k_0+k_1)(k_1+k_2)$. The numerator becomes

$$(k_0-k_1)(k_1+k_2)+(k_1-k_2)(k_0+k_1)=2k_1(k_0-k_2),$$

and the denominator becomes

$$(k_0+k_1)(k_1+k_2)+(k_0-k_1)(k_1-k_2)=2k_1(k_0+k_2).$$

Hence $r=(k_0-k_2)/(k_0+k_2)$, the reflection of the bare substrate, as it must be.

**Fringes.** The phase of $p$ is $2d\operatorname{Re}k_1$. It advances by $2\pi$ when $\operatorname{Re}k_1$ grows by $\pi/d$, and this is how the thickness appears in the angular curve. Since $r_0$, $r_1$ and $|p|$ also vary with angle, the extrema of $R$ need not lie at fixed values of this phase.

### Proposition 1 (multiple reflections)

*The amplitude (11) equals the convergent sum*

$$r=r_0+(1-r_0^2)\,r_1p\sum_{m=0}^{\infty}(-r_0r_1p)^m . \tag{12}$$

Proof. For two wave numbers $k_a$ and $k_b$,

$$|k_a+k_b|^2-|k_a-k_b|^2=4\operatorname{Re}(k_ak_b^*) .$$

Here the phases of $k_0$, $k_1$ and $k_2$ all lie in the interval from $0$, included, to $\pi/2$, excluded. Any two of them differ by less than $\pi/2$, so the right side is positive. Therefore $|r_0|<1$ and $|r_1|<1$. Since also $|p|<1$, the geometric series converges to $1/(1+r_0r_1p)$. Over this denominator the sum is

$$\frac{r_0+r_0^2r_1p+(1-r_0^2)r_1p}{1+r_0r_1p}=\frac{r_0+r_1p}{1+r_0r_1p} . \qquad\square$$

Each term is a path. By continuity, the wave entering the film from vacuum has amplitude $1+r_0$ relative to the incident one. For a wave that meets the surface from inside, the roles of $k_0$ and $k_1$ are exchanged. Its reflection coefficient is $-r_0$ and its transmission factor is $1-r_0$. The term $m=0$ thus describes entry, a double passage with one reflection at the substrate, and exit. Each further round trip adds a factor $-r_0r_1p$.

### Proposition 2 (energy balance)

*With $t$ the field at the substrate surface for unit incident amplitude,*

$$1-R=\frac{\operatorname{Im}k_1^2}{k_0}\int_0^d|E|^2\,dz+\frac{\operatorname{Re}k_2}{k_0}\,|t|^2 . \tag{13}$$

Proof. At the surface $E=1+r$ and $E'=ik_0(1-r)$, so

$$E^*E'=ik_0\left(1-|r|^2+r^*-r\right)=ik_0(1-|r|^2)+2k_0\operatorname{Im}r .$$

The last term is real, hence $S(0)=k_0(1-R)$. At the substrate $E'=ik_2t$ and $S(d)=\operatorname{Re}(k_2)|t|^2$. Integrating $S'=-\operatorname{Im}(k_1^2)|E|^2$ through the film gives $S(0)-S(d)=\operatorname{Im}(k_1^2)\int_0^d|E|^2dz$. Division by $k_0$ yields (13). $\square$

The first term is the fraction of the incident power absorbed in the film, and the second is the fraction that enters the substrate.

### Worked example

The parameters are round model values and stand for no particular material: $\lambda=0.15$ nm, a film with $d=20$ nm, $\delta=2\times10^{-5}$ and $\beta=2\times10^{-6}$, and a substrate with $\delta=7\times10^{-6}$ and $\beta=1\times10^{-7}$. With $\beta$ ignored, the critical angles are $0.362^\circ$ for the film and $0.214^\circ$ for the substrate.

At $\theta=0.5^\circ$ the wave numbers, in nm$^{-1}$, are

$$k_0=0.36554, \quad k_1=0.25224+0.01391i, \quad k_2=0.33023+0.00053i .$$

The surface coefficient is

$$r_0=\frac{0.11329-0.01391i}{0.61778+0.01391i}=0.18279-0.02664i ,$$

and in the same way $r_1=-0.13324+0.02628i$. The exponent of $p$ is $2ik_1d=-0.5565+10.090i$, which gives

$$p=-0.45109-0.35371i, \qquad |p|=0.573 .$$

The phases of $r_1p=0.06940+0.03528i$ and $r_0$ differ by about $35^\circ$, so the two add largely in phase. Here the buried interface therefore strengthens the reflection: $|r|=0.249$, against $|r_0|=0.185$ for the surface alone. Equation (11) becomes

$$r=\frac{0.25218+0.00864i}{1.01362+0.00460i}=0.24883+0.00740i, \qquad R=0.0620 .$$

Of the incident power, $0.4075$ is absorbed in the film and $0.5305$ enters the substrate. Together with $R$ these fractions add to 1, as (13) requires.

The next table compares $R$ with two simplifications. In the third column the film has $\beta=0$, while the substrate still absorbs. In the fourth, the series (12) is cut after $m=0$.

| $\theta$ (deg) | $R$ | film $\beta=0$ | series cut after $m=0$ |
|---|---|---|---|
| 0.2 | 0.8768 | 0.99999 | 0.8768 |
| 0.3 | 0.7452 | 0.9904 | 0.7452 |
| 0.5 | 0.06197 | 0.08783 | 0.06235 |
| 0.8 | 0.005529 | 0.006684 | 0.005524 |
| 1.2 | 0.001023 | 0.001164 | 0.001023 |

Absorption matters at every angle listed. Setting $\beta=0$ in the film raises $R$ by 42% at $0.5^\circ$ and by 14% at $1.2^\circ$, relative to the full value. The angle $0.3^\circ$ lies below the critical angle of the film but above that of the substrate. A transparent film then carries an evanescent field whose tail reaches the substrate. By (13), with no absorption in the film, the missing $0.0096$ of the power is what enters the substrate. With absorption in the film the total loss is $0.255$.

At the angles listed, the further round trips matter little. At $0.5^\circ$ their ratio is $|r_0r_1p|=0.014$, and leaving them out changes $R$ by 0.6%. Just above the critical angle of the film, a range the table skips, they matter more: the ratio reaches $0.049$ near $0.38^\circ$, and leaving them out changes $R$ by about $-2\%$ near $0.40^\circ$ and $+3\%$ near $0.42^\circ$. These sizes are a property of the chosen parameters. In a stack of many layers, small reflections can add in phase, and the recursion includes all of them at no extra cost.

### A stack of three layers

The recursion is now followed through a stack on the same substrate, again at $0.5^\circ$. From the top, the layers have

- $d_1=3$ nm, $\delta_1=7\times10^{-6}$, $\beta_1=2\times10^{-7}$;
- $d_2=10$ nm, $\delta_2=2\times10^{-5}$, $\beta_2=2\times10^{-6}$;
- $d_3=6$ nm, $\delta_3=1\times10^{-5}$, $\beta_3=1\times10^{-6}$.

The lowest interface gives $X_3=r_3=-0.02522+0.00809i$. With $k_3=0.31394+0.00559i$ nm$^{-1}$, the factor for crossing layer 3 is

$$e^{2ik_3d_3}=e^{-0.0671+3.7672i}=-0.758-0.548i ,$$

so that $Y_3=0.0235+0.0077i$. With $r_2=-0.1083+0.0184i$ the next step is

$$X_2=\frac{r_2+Y_3}{1+r_2Y_3}=\frac{-0.0848+0.0261i}{0.9973-0.0004i}=-0.0850+0.0261i .$$

The two remaining steps have the same form. They give $X_1=0.1311+0.0406i$ and $r=X_0=-0.0379+0.1024i$, hence $R=0.0119$.

These formulas were tested against a direct numerical integration of the wave equation from the substrate to the surface, which uses neither Fresnel coefficients nor amplitude ratios. At the five angles of the table, the amplitudes of the film and of this stack agree with it to better than $10^{-12}$. The details are in the numerical output.

### Remark: the sharp interface as a limit

A real interface has some width. Replace each sharp step of $k_j^2$ by a linear ramp of width $w$ centred on the interface, and let $\tilde E$ and $\tilde r$ be the resulting field and reflection amplitude. Let $\Delta(z)$ be the graded minus the sharp profile of the squared wave number. The two wave equations give

$$\left(E\tilde E'-\tilde EE'\right)'=-\Delta\,E\tilde E .$$

Deep in the substrate the bracket vanishes. In the vacuum above the ramp both fields have unit incident amplitude, and the bracket equals $-2ik_0(\tilde r-r)$. Integration from there downward gives $2ik_0(\tilde r-r)=-\int\Delta E\tilde E\,dz$, that is,

$$\tilde r-r=\frac{i}{2k_0}\int\Delta(z)\,E\tilde E\,dz . \tag{14}$$

Around each interface $\Delta$ is odd, so the constant part of $E\tilde E$ drops out of the integral. The rest of $E\tilde E$ is at most proportional to the distance from the interface, which is of order $w$, and the ramp has length $w$. The change of $r$ is therefore of order $w^2$ for small $w$. For the film at $0.5^\circ$ the computed change $|\tilde r-r|$ is $5.8\times10^{-4}$ for $w=0.4$ nm and $1.45\times10^{-4}$ for $w=0.2$ nm, a ratio of $3.99$. A narrow graded interface thus leads to the continuity conditions (2) used for the sharp one. The estimate holds when $w$ is small compared with $1/|k_j|$ and with the layer thicknesses.

### Remark: the other polarisation

In p polarisation the magnetic field points along $y$, $H_y=H(z)e^{ik_xx}$. The $x$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0n_j^2\mathbf E$ gives $E_x=-iH'/(\omega\varepsilon_0n_j^2)$, and the $z$ component gives $E_z=-k_xH/(\omega\varepsilon_0n_j^2)$. Inserting both into $E_x'-ik_xE_z=i\omega\mu_0H$ leads again to $H''+k_j^2H=0$ inside each layer. Now, however, $H$ and $H'/n_j^2$ are continuous. With $g_j=k_j/n_j^2$ the interface conditions are

$$A+B=a+b, \qquad g_j(A-B)=g_{j+1}(a-b) .$$

The algebra that led to (8) is unchanged, with

$$r_j^{(p)}=\frac{g_j-g_{j+1}}{g_j+g_{j+1}} .$$

The exponential keeps $k_j$, because it describes propagation and not an interface.

The denominators are again nonzero. The flux is now $\operatorname{Im}(H^*H'/n_j^2)$, and its derivative is $\operatorname{Im}(1/n_j^2)\,(|H'|^2+k_x^2|H|^2)\le0$. Subtracting the positive number $\cos^2\theta$ from $n_j^2$ increases its phase. The phase of $k_j$ is therefore more than half that of $n_j^2$, and the phase of $g_j$ lies between $-\pi/2$ and $\pi/2$. Thus $\operatorname{Re}g_j>0$, and the arguments of Lemmas 2 and 3 carry over.

For the film of the example, going from s to p polarisation lowers $R$ by a relative $2\times10^{-4}$ at $0.5^\circ$ and $1.7\times10^{-3}$ at $1.2^\circ$. For this film and these angles the s formula therefore serves for an unpolarised beam too, unless the data are accurate to about a part in a thousand. Where interference makes $R$ very small, the relative difference can be larger. For the three-layer stack between $0.2^\circ$ and $1.2^\circ$, replacing the unpolarised result by the s formula changes $R$ by less than 1%. The largest change is near $0.944^\circ$, in a deep minimum where $R$ is only about $10^{-9}$.

## Values computed for the example and the checks

```
wavelength = 0.15 nm, k = 41.88790 1/nm
film: delta = 2.0e-05, beta = 2.0e-06, d = 20.0 nm
substrate: delta = 7.0e-06, beta = 1.0e-07
critical angle, film, beta ignored = 0.3624 deg
critical angle, substrate, beta ignored = 0.2144 deg
single film at theta = 0.5 deg:
  k_0 = 0.365536 +0.000000i 1/nm
  k_1 = 0.252244 +0.013912i 1/nm
  k_2 = 0.330231 +0.000531i 1/nm
  r_0 = 0.182786 -0.026635i
  r_1 = -0.133238 +0.026275i
  p = exp(2 i k_1 d) = -0.451090 -0.353714i, |p| = 0.573232
  numerator r_0 + r_1 p = 0.252182 +0.008641i
  denominator 1 + r_0 r_1 p = 1.013624 +0.004600i
  r = 0.248826 +0.007396i
  R = 0.061969
  absorbed in film = 0.407529
  transmitted into substrate = 0.530502
  series ratio |r_0 r_1 p| = 0.014380
theta (deg), R exact, R film beta=0, R one internal reflection:
  0.2  8.76805e-01  9.99990e-01  8.76805e-01
  0.3  7.45179e-01  9.90382e-01  7.45185e-01
  0.5  6.19690e-02  8.78271e-02  6.23514e-02
  0.8  5.52867e-03  6.68416e-03  5.52417e-03
  1.2  1.02291e-03  1.16370e-03  1.02277e-03
three-layer stack at theta = 0.5 deg, top layer first:
  layer 1: delta = 7.0e-06, beta = 2.0e-07, d = 3.0 nm
  layer 2: delta = 2.0e-05, beta = 2.0e-06, d = 10.0 nm
  layer 3: delta = 1.0e-05, beta = 1.0e-06, d = 6.0 nm
  k_1 = 0.330233 +0.001063i 1/nm
  k_2 = 0.252244 +0.013912i 1/nm
  k_3 = 0.313937 +0.005589i 1/nm
  j = 3: r_j = -0.025219 +0.008091i, X_j = -0.025219 +0.008091i
  j = 2: r_j = -0.108328 +0.018431i, X_j = -0.085020 +0.026145i
  j = 1: r_j = 0.133236 -0.025484i, X_j = 0.131118 +0.040581i
  j = 0: r_j = 0.050738 -0.001605i, X_j = -0.037851 +0.102404i
  R of stack = 0.011919
film, relative change of R from s to p polarisation:
  theta = 0.2 deg: -5.28e-06
  theta = 0.3 deg: -1.19e-05
  theta = 0.5 deg: -1.99e-04
  theta = 0.8 deg: -6.88e-04
  theta = 1.2 deg: -1.66e-03
largest |r - r_numeric|: film 4.7e-13, stack 3.5e-13, stack p-pol. 3.5e-13
largest error of multiple-reflection sum = 2.2e-16
grading error: width 0.4 nm 5.79e-04, 0.2 nm 1.45e-04, ratio 3.992
```
